\section*{Exchange Couplings from Broken-Symmetry Determinants: The Noodleman and Yamaguchi Formulas, part 1}

(Sections cited here and not found follow in the second part.)

Take two electrons and two real, normalised spatial orbitals $a$ and $b$ with overlap $s=\langle a|b\rangle$, $0\le s\le 1$, and think of $a$ as sitting mostly on the left atom of a stretched hydrogen molecule and $b$ mostly on the right. Spin is measured in units of $\hbar$, and the Hamiltonian $H$ contains no spin operators. Place an $\alpha$ electron in $a$ and a $\beta$ electron in $b$. The resulting determinant is called broken-symmetry (BS), because it is in general not an eigenfunction of $S^2$:
\begin{equation}
\Phi_{\rm BS}=\tfrac{1}{\sqrt2}\,[\,a(1)b(2)\,\alpha\beta-b(1)a(2)\,\beta\alpha\,].
\end{equation}
It is normalised for any $s$, since the spin orbitals $a\alpha$ and $b\beta$ are orthogonal through their spin parts. The singlet and $M=0$ triplet spin functions are $\Theta_{S}=(\alpha\beta-\beta\alpha)/\sqrt2$ and $\Theta_{T}=(\alpha\beta+\beta\alpha)/\sqrt2$, so that $\alpha\beta=(\Theta_T+\Theta_S)/\sqrt2$ and $\beta\alpha=(\Theta_T-\Theta_S)/\sqrt2$. Inserting these and collecting terms gives
\begin{equation}
\Phi_{\rm BS}=\tfrac12\,(ab+ba)\,\Theta_S+\tfrac12\,(ab-ba)\,\Theta_T ,
\label{split}
\end{equation}
where $ab$ stands for $a(1)b(2)$. Because $\langle ab|ab\rangle=1$ and $\langle ab|ba\rangle=s^2$, the squared norms are $\|ab\pm ba\|^2=2\pm2s^2$, and the factor $\tfrac14$ turns them into the weights
\begin{equation}
w_S=\frac{1+s^2}{2},\qquad w_T=\frac{1-s^2}{2}.
\label{weights2}
\end{equation}
Since $H$ commutes with $S^2$ it has no matrix element between the two parts of (\ref{split}), and $E_{\rm BS}=w_SE_S+w_TE_T$, where $E_S$ and $E_T$ are the energy expectation values of the normalised parts. In a basis of only two spatial functions there is a single antisymmetric spatial function, so the triplet part is the exact triplet of that basis, and $E_T$ equals the energy $E_{\rm HS}$ of the high-spin (HS) determinant with both electrons $\alpha$. With $w_T=1-w_S$,
\begin{equation}
E_{\rm BS}-E_{\rm HS}=w_S\,(E_S-E_T).
\end{equation}
The coupling constant is fixed by the convention $H_{\rm spin}=E_0-2J\,\mathbf S_A\cdot\mathbf S_B$, in which $J<0$ is antiferromagnetic; the form $-J\,\mathbf S_A\cdot\mathbf S_B$ would double every $J$ below. For two spins $\tfrac12$ the scalar product is $-\tfrac34$ in the singlet and $+\tfrac14$ in the triplet, so $E_S-E_T=-2J(-\tfrac34-\tfrac14)=2J$, and
\begin{equation}
J=\frac{E_{\rm BS}-E_{\rm HS}}{1+s^2}.
\label{twoel}
\end{equation}
At $s=0$ the determinant is half singlet and half triplet, it lies halfway up the gap $2J$, and the denominator is 1. At $s=1$ it is a closed-shell singlet, it spans the whole gap, and the denominator is 2. The denominator can also be written without reference to orbitals: $\langle S^2\rangle_{\rm HS}=2$ and $\langle S^2\rangle_{\rm BS}=2w_T=1-s^2$, whose difference is $1+s^2$. The $E_S$ behind (\ref{twoel}) is the energy of the singlet part of $\Phi_{\rm BS}$, which is not the exact singlet energy, and this distinction survives in everything that follows.

Now let the centres carry spins $S_A\ge S_B$, with $S_{\max}=S_A+S_B$ and $S_{\min}=S_A-S_B$. Squaring $\mathbf S=\mathbf S_A+\mathbf S_B$ gives $2\,\mathbf S_A\cdot\mathbf S_B=S^2-S_A^2-S_B^2$, and with the local spins fixed
\begin{equation}
H_{\rm spin}=E'-J\,S^2,\qquad E'=E_0+J\,[S_A(S_A+1)+S_B(S_B+1)].
\label{lande}
\end{equation}
The levels are $E(S)=E'-JS(S+1)$ for $S=S_{\min},\dots,S_{\max}$, the Land\'e pattern. Two product states of the model have single determinants as counterparts. One is $|S_A,S_A\rangle|S_B,S_B\rangle$, the HS state with $S=M=S_{\max}$. The other is the N\'eel state $|N\rangle=|S_A,S_A\rangle|S_B,-S_B\rangle$ with $M=S_{\min}$. In
\begin{equation}
\mathbf S_A\cdot\mathbf S_B=S_{Az}S_{Bz}+\tfrac12\,(S_{A+}S_{B-}+S_{A-}S_{B+})
\label{ladder}
\end{equation}
the ladder terms change the local projections and so have zero expectation value in any product of $S_z$ eigenstates. The averages are $+S_AS_B$ for HS and $-S_AS_B$ for $|N\rangle$, whence $E_N-E_{\rm HS}=-2J(-S_AS_B-S_AS_B)=4JS_AS_B$. Identifying $E_N$ with the unrestricted Hartree--Fock (UHF) energy $E_{\rm BS}$ at $M=S_{\min}$ gives the Noodleman formula
\begin{equation}
J_N=\frac{E_{\rm BS}-E_{\rm HS}}{4S_AS_B}.
\label{nood}
\end{equation}
Since $4S_AS_B=S_{\max}^2-S_{\min}^2$, the denominator equals $S_{\max}^2$ only for $S_A=S_B$. With round parameters $S_A=\tfrac32$, $S_B=1$, $J=-100\ {\rm cm^{-1}}$ the difference is $6J=-600\ {\rm cm^{-1}}$. Division by $4S_AS_B=6$ returns $-100\ {\rm cm^{-1}}$, and division by $S_{\max}^2=6.25$ gives $-96\ {\rm cm^{-1}}$.

The BS determinant has exactly the spin structure of $|N\rangle$ when the $2S_A$ orbitals of the $\alpha$ electrons on $A$ and the $2S_B$ orbitals of the $\beta$ electrons on $B$ are mutually orthogonal and the remaining electrons fill doubly occupied orbitals. The determinant then has one electron in each of a set of orthonormal orbitals, all $A$ spins up and all $B$ spins down, which is $|N\rangle$. In that limit $J_N$ cannot be negative, even if correlation missing from both determinants makes the true coupling antiferromagnetic. If HS and BS share one set of orthonormal orbitals, the Coulomb and one-electron energies are the same in both. The exchange of a magnetic electron with the doubly occupied core is also the same, because either spin finds one partner of equal spin in each core orbital. Reversing the $B$ spins only removes the terms $-K_{ij}$ with $i$ on $A$ and $j$ on $B$. Then $E_{\rm BS}-E_{\rm HS}=\sum K_{ij}\ge0$, each $K_{ij}$ being the Coulomb self-energy of the overlap density $\phi_i\phi_j$, and $J_N\ge0$. Letting HS relax its own orbitals only lowers $E_{\rm HS}$ and raises $J_N$ further. A negative $J_N$ therefore requires the BS determinant to leave this limit, either by spin polarisation of the core or by overlap between the $\alpha$ and $\beta$ magnetic orbitals. Such overlap can come from delocalisation onto the other centre, but also from the tails of undistorted atomic orbitals, which are not orthogonal to each other. Equation (\ref{nood}) is therefore the leading term for small overlap; for two electrons in two functions, (\ref{twoel}) shows that $J_N=(1+s^2)J$, an error of $s^2$ relative to $J$.

A formula without the orthogonality condition follows from (\ref{lande}). Any determinant $\Phi$ can be resolved into eigenfunctions of $S^2$ with weights $w_S$ and energy expectation values $E_S$. As in the two-electron case, $[H,S^2]=0$ removes the cross terms, so
\begin{equation}
E=\sum_Sw_SE_S,\qquad\langle S^2\rangle=\sum_Sw_S\,S(S+1),\qquad\sum_Sw_S=1 .
\label{resolve}
\end{equation}
Assume that the components of both determinants obey $E_S=E'-JS(S+1)$ with one $E'$ and one $J$; call this assumption (L). Summing it with the weights gives $E=E'-J\langle S^2\rangle$ for each determinant, whatever the weights are. Subtracting the HS equation from the BS equation removes $E'$, leaving $E_{\rm BS}-E_{\rm HS}=J(\langle S^2\rangle_{\rm HS}-\langle S^2\rangle_{\rm BS})$, which is the Yamaguchi formula
\begin{equation}
J_Y=\frac{E_{\rm BS}-E_{\rm HS}}{D},\qquad D=\langle S^2\rangle_{\rm HS}-\langle S^2\rangle_{\rm BS}.
\label{yama}
\end{equation}
Inside the spin model (L) holds identically, and (\ref{yama}) returns $J$ for every state other than a pure $S_{\max}$ one. For electronic determinants (L) is a real assumption.

To see how $D$ depends on overlap we need $\langle S^2\rangle$ for a determinant of $N_\alpha$ orthonormal $\alpha$ orbitals and $N_\beta\le N_\alpha$ orthonormal $\beta$ orbitals, with $M=(N_\alpha-N_\beta)/2$. From $S_\pm=S_x\pm iS_y$ and $[S_x,S_y]=iS_z$ one has $S_-S_+=S_x^2+S_y^2+i[S_x,S_y]=S_x^2+S_y^2-S_z$, so $S^2=S_z(S_z+1)+S_-S_+$. Since $S_-=S_+^\dagger$,
\begin{equation}
\langle S^2\rangle=M(M+1)+\|S_+\Phi\|^2 .
\label{norm}
\end{equation}
A unitary mixing of the $\alpha$ orbitals among themselves, or of the $\beta$ orbitals among themselves, multiplies $\Phi$ by a phase only. The singular value decomposition of the $N_\alpha\times N_\beta$ matrix of spatial overlaps supplies two such mixings, after which the orbitals $a_i$ and $b_k$ satisfy $\langle a_i|b_k\rangle=\sigma_k\delta_{ik}$ with $0\le\sigma_k\le1$. These are the corresponding orbitals. Each $\beta$ orbital can then be written
\begin{equation}
b_k=\sigma_k\,a_k+\sqrt{1-\sigma_k^2}\;v_k ,
\label{bk}
\end{equation}
where $v_k$ is normalised and orthogonal to every $a_i$, because $\langle a_i|b_k-\sigma_ka_k\rangle=\sigma_k\delta_{ik}-\sigma_k\delta_{ik}=0$ and $\|b_k-\sigma_ka_k\|^2=1-\sigma_k^2$. The $v_k$ are also orthogonal to each other, since $\langle b_k-\sigma_ka_k|b_l-\sigma_la_l\rangle=0$ for $k\ne l$, all four terms vanishing. The operator $S_+$ is a sum of one-electron operators that annihilate $\alpha$ and turn $\beta$ into $\alpha$, so $S_+\Phi$ is a sum of $N_\beta$ determinants, the $k$th having $b_k\beta$ replaced by $b_k\alpha$. In it the part $\sigma_ka_k\alpha$ repeats an occupied spin orbital and gives zero. What remains is $\sqrt{1-\sigma_k^2}$ times a normalised determinant containing $v_k\alpha$. Determinants with different $k$ lack different $\beta$ orbitals and are orthogonal. Hence
\begin{equation}
\langle S^2\rangle=M(M+1)+\sum_{k=1}^{N_\beta}(1-\sigma_k^2).
\label{s2det}
\end{equation}
The sum of the $\sigma_k^2$ is the sum of all squared elements of the overlap matrix, which unitary mixing preserves, so in the original orbitals (\ref{s2det}) reads $M(M+1)+N_\beta-\sum_{ij}|\langle i_\alpha|j_\beta\rangle|^2$.

Let there be $n_c$ core pairs. The HS determinant has $N_\beta=n_c$ and $M=S_{\max}$. The BS determinant has $N_\beta=n_c+2S_B$ and $M=S_{\min}$; its $2S_B$ smallest singular values are named the magnetic overlaps $s_k$, and the other $n_c$ belong to the core. Write $c=\sum_{\rm core}(1-\sigma_k^2)\ge0$ for the spin polarisation of the core. Then
\begin{align}
\langle S^2\rangle_{\rm HS}&=S_{\max}(S_{\max}+1)+c_{\rm HS},\\
\langle S^2\rangle_{\rm BS}&=S_{\min}(S_{\min}+1)+2S_B-\sum_{k=1}^{2S_B}s_k^2+c_{\rm BS}.
\end{align}
The difference of the first terms is
\begin{equation}
\Lambda=(S_{\max}^2-S_{\min}^2)+(S_{\max}-S_{\min})=4S_AS_B+2S_B=2S_B(2S_A+1).
\label{Lam}
\end{equation}
The $2S_B$ in $\Lambda$ cancels against the $2S_B$ in $\langle S^2\rangle_{\rm BS}$, and
\begin{equation}
D=4S_AS_B+\sum_{k=1}^{2S_B}s_k^2+c_{\rm HS}-c_{\rm BS}.
\label{Dfinal}
\end{equation}
When $c_{\rm HS}=c_{\rm BS}$, $D$ is linear in each $s_k^2$ with unit slope, and since there are $2S_B$ overlaps, each between 0 and 1,
\begin{equation}
4S_AS_B\;\le\;D\;\le\;2S_B(2S_A+1).
\label{bounds}
\end{equation}
The lower end is reached when all $s_k=0$; there $J_Y=J_N$. The upper end is reached when all $s_k=1$. There each $\beta$ magnetic orbital coincides with an $\alpha$ orbital, the magnetic electrons contribute no spin contamination, a determinant with unpolarised core is a pure $S_{\min}$ state, and $D=\Lambda$ is the factor that (\ref{lande}) assigns to the gap $E(S_{\min})-E(S_{\max})=J\Lambda$. For $S_A=S_B$ the ends are $S_{\max}^2$ and $S_{\max}(S_{\max}+1)$, and for two electrons (\ref{Dfinal}) is the $1+s^2$ of (\ref{twoel}). When the core terms differ, both ends shift by $c_{\rm HS}-c_{\rm BS}$ and (\ref{bounds}) holds only up to that amount. In the strong limit each of the $2S_B$ pairs shares one doubly occupied orbital, local spins $S_A$ and $S_B$ no longer exist, and $J_Y$ is a mean-field gap divided by $\Lambda$, with no Heisenberg Hamiltonian behind it.

Five electrons with $S_A=\tfrac32$, $S_B=1$ and no core show what lies between the ends. Here $\langle S^2\rangle_{\rm HS}=\tfrac{35}{4}$ and $D$ runs from 6 to 8. For $s_1=0.3$ and $s_2=0.7$, $D=6+0.09+0.49=6.58$ and $\langle S^2\rangle_{\rm BS}=0.75+2-0.58=2.17$. The spin weights of $|N\rangle$, which are squared Clebsch--Gordan coefficients, can be found from moments of $y=\mathbf S_A\cdot\mathbf S_B$. By (\ref{ladder}), $y|N\rangle$ is $-S_AS_B|N\rangle$ plus $\tfrac12S_{A-}S_{B+}|N\rangle$. The second term is orthogonal to $|N\rangle$ and has squared norm $\tfrac14(2S_A)(2S_B)$, because lowering a top state or raising a bottom state of spin $S$ gives a factor $\sqrt{2S}$. Thus
\begin{equation}
\langle y\rangle_N=-S_AS_B,\qquad\langle y^2\rangle_N=S_A^2S_B^2+S_AS_B .
\label{moments}
\end{equation}
The eigenvalues $y=\tfrac12[S(S+1)-\tfrac{15}{4}-2]$ are $-\tfrac52$, $-1$, $\tfrac32$ for $S=\tfrac12,\tfrac32,\tfrac52$. The three linear conditions $\sum w=1$, $\langle y\rangle=-\tfrac32$, $\langle y^2\rangle=\tfrac{15}4$ have the solution $w=(0.5,\,0.4,\,0.1)$, as substitution shows: $-1.25-0.4+0.15=-1.5$ and $3.125+0.4+0.225=3.75$. For nonzero overlap, insert (\ref{bk}) for both $\beta$ orbitals. This gives four determinants with different spatial occupations, which $S^2$ does not connect. With probability $(1-0.09)(1-0.49)=0.4641$ both $\beta$ electrons are in $v_1,v_2$, and this term is a N\'eel state with the weights just found. With probability $0.09\times0.51+0.49\times0.91=0.4918$ one $a_k$ is doubly occupied, leaving two unpaired $\alpha$ electrons and one $\beta$. By (\ref{s2det}) such a term has $\langle S^2\rangle=\tfrac34+1$, and $\tfrac34+3w_{3/2}=\tfrac74$ gives $w_{3/2}=\tfrac13$, $w_{1/2}=\tfrac23$. With probability $0.09\times0.49=0.0441$ the term is a pure doublet. Adding up,
\begin{align}
w_{5/2}&=0.1\times0.4641=0.0464,\nonumber\\
w_{3/2}&=0.4\times0.4641+0.4918/3=0.3496,\\
w_{1/2}&=0.5\times0.4641+\tfrac23\times0.4918+0.0441=0.6040 .\nonumber
\end{align}
If $a_k$ and $v_k$ are taken as the local orbitals, a weight $1-0.4641=0.5359$ lies in configurations with a doubly occupied magnetic orbital, outside the space of fixed local spins on which the Heisenberg model acts. The size of this weight depends on that choice: for one pair it is $s^2$ in this expansion, but $s^2/2$ in the site basis of the Hubbard dimer below. It cannot be removed, however. For one pair in any real orthonormal basis of two functions, $s=a_1b_1+a_2b_2$ is the sum of the two doubly occupied amplitudes, so these cannot both vanish when $s\ne0$. Nothing in the model therefore guarantees (L) at finite overlap.

With matching core terms, the Yamaguchi denominator $D$ runs from $4S_AS_B$ at zero magnetic overlap to $2S_B(2S_A+1)$ at full overlap, but the formula rests on assumption (L), which nothing in the model guarantees at finite overlap. It remains to find what $J_Y$ measures without (L), and to compare $J_Y$ and $J_N$ with exact results for the Hubbard dimer and with full configuration interaction for H$_2$ and N$\cdots$H.

All numerical values are calculated from the stated model.
